# Direct Deposition Flux on the Floor of an Infinite Trench

When a film is deposited on a wafer that carries narrow trenches, the trench floor can receive fewer particles per unit area than the open surface beside it. This happens when the particles arrive from a wide range of directions. In a low-pressure process the particles cross the trench without colliding with one another, so the loss is a matter of shadowing: a point on the floor sees the source through the opening, and the walls hide the rest. The question is how much of the open-surface flux survives, and how it varies across the floor.

Take a trench that is infinitely long in the $y$ direction, with a flat floor at $z=0$, vertical walls at $x=0$ and $x=w$, and top edges at height $h$. The source lies above the trench and is uniform in the horizontal directions. Particles travel in straight lines and stick where they first land. The last assumption, unit sticking, means that no particle is re-emitted, so the flux coming directly from the source is the whole flux. The direct part itself does not depend on what happens after landing.

The angular distribution of the source must be specified. Suppose the incoming particles have the downward half of a Maxwell distribution,

$$
f(v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT},
$$

where $n$ is the density of the corresponding full isotropic gas; the incoming half alone has density $n/2$. In atomic units $m$ is in electron masses, $kT$ in hartree and $n$ in inverse cubic bohr. Let $\theta$ be the angle between the direction from which a particle comes and the normal of a horizontal surface. Particles of speed $v$ cross unit area at a rate proportional to their normal velocity $v\cos\theta$. With the velocity element $v^2\,dv\,d\Omega$, the flux from the solid angle $d\Omega$ is

$$
dF=\cos\theta\,d\Omega\int_0^\infty v^3 f(v)\,dv .
$$

The mean speed of the full gas is $\bar v=(1/n)\int_0^\infty v\,f(v)\,4\pi v^2\,dv$, so the integral equals $n\bar v/4\pi$. Over the upper hemisphere,

$$
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
$$

The flux on an open horizontal surface is therefore $F_0=n\bar v/4$, and

$$
dF=\frac{F_0}{\pi}\cos\theta\,d\Omega .
$$

This is the cosine law. To evaluate $\bar v$, put $a=m/2kT$ and use $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$:

$$
\bar v=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}},
\qquad
F_0=n\sqrt{\frac{kT}{2\pi m}} .
$$

Density, temperature and mass set $F_0$, but they do not enter the angular factor. They will cancel from the ratio $F/F_0$.

Along a collisionless straight path the phase-space density is unchanged. A floor point thus receives the source distribution unaltered from every direction in which the source is visible, and nothing from the directions blocked by a wall. The floor flux is the integral of the cosine law over the visible directions.

Polar angles about the floor normal are awkward here, because the trench edges are straight lines. Use instead the angle $\varphi$ of the direction after projection onto the $xz$ cross-section, measured from the floor normal and positive towards the right wall, and the angle $\beta$ by which the direction leaves the cross-section. The unit vector from the floor point towards the source is

$$
\mathbf s=(\cos\beta\sin\varphi,\ \sin\beta,\ \cos\beta\cos\varphi).
$$

Its $z$ component is the cosine of the angle from the normal, so $\cos\theta=\cos\beta\cos\varphi$. The derivatives $\partial\mathbf s/\partial\beta$ and $\partial\mathbf s/\partial\varphi$ are orthogonal and have lengths $1$ and $\cos\beta$. Hence $d\Omega=\cos\beta\,d\beta\,d\varphi$, and the upper hemisphere is covered when both angles run from $-\pi/2$ to $\pi/2$.

Now follow a ray with $\varphi>0$ from the floor point at distance $x$ from the left wall. It reaches the plane of the right wall at height $(w-x)/\tan\varphi$, whatever the value of $\beta$. It clears the edge if this height is at least $h$, that is, if $\tan\varphi\le(w-x)/h$. The same argument applies on the left. With $\theta_1$ and $\theta_2$ the angles from the floor normal to the left and right top edges,

$$
\tan\theta_1=\frac{x}{h},\qquad \tan\theta_2=\frac{w-x}{h},
$$

the visible directions are $-\theta_1\le\varphi\le\theta_2$ with $\beta$ unrestricted. This is where the infinite length enters: no end wall limits $\beta$.

The integral over $\beta$ can then be done once for all $\varphi$. One factor $\cos\beta$ comes from the cosine law and one from the solid angle:

$$
\frac{dF}{F_0}=\frac{1}{\pi}\cos\varphi\,d\varphi\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac{1}{\pi}\,\frac{\pi}{2}\cos\varphi\,d\varphi
=\frac12\,d(\sin\varphi).
$$

The sine of the projected angle is uniformly distributed between $-1$ and $1$. Integration over the visible interval gives

$$
\frac{F}{F_0}=\frac12\left[\sin\theta_2-\sin(-\theta_1)\right]
=\frac{\sin\theta_1+\sin\theta_2}{2}.
$$

The plus sign arises because the two edges lie on opposite sides of the normal. If the angles were measured from the floor instead, the sines would become cosines. In terms of the dimensions,

$$
\frac{F(x)}{F_0}=\frac12\left[\frac{x}{\sqrt{x^2+h^2}}+\frac{w-x}{\sqrt{(w-x)^2+h^2}}\right].
$$

There is a simple picture of this result. Draw a semicircle of unit radius above the floor point and mark where the lines to the two edges cross it. Project the visible arc vertically onto the diameter. The projected length is $\sin\theta_1+\sin\theta_2$, the diameter is $2$, and their ratio is the surviving fraction of the flux.

The same result follows from adding the contributions of a cosine-emitting source plane, which also shows what the height of that plane does. Let the plane lie at height $H\ge h$, and let $X$ and $Y$ be horizontal distances from the floor point to a source element $dA=dX\,dY$ at distance $r=\sqrt{X^2+Y^2+H^2}$. The element subtends $d\Omega=(H/r)\,dA/r^2$, and the receiving surface contributes another factor $\cos\theta=H/r$. Therefore

$$
\frac{dF}{F_0}=\frac{H^2}{\pi\,(X^2+Y^2+H^2)^2}\,dX\,dY .
$$

With $B^2=X^2+H^2$ and $Y=B\tan t$, the integral along the trench is

$$
\int_{-\infty}^{\infty}\frac{dY}{(B^2+Y^2)^2}
=\frac{1}{B^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac{\pi}{2B^3}.
$$

What remains is a total derivative,

$$
\frac{dF}{F_0}=\frac{H^2\,dX}{2(X^2+H^2)^{3/2}}
=\frac12\,d\!\left(\frac{X}{\sqrt{X^2+H^2}}\right).
$$

The visible part of the plane extends from $X=-H\tan\theta_1$ to $X=H\tan\theta_2$. At these limits the bracket equals $-\sin\theta_1$ and $\sin\theta_2$, and $H$ drops out. A higher plane is farther away, but a larger part of it is visible, and the two effects cancel. A source of finite width in $X$ gives the same floor flux $F$ as long as it fills the visible strip and is long in the direction of the trench. The open surface, which sees a wider part of the plane, then receives less than $F_0$, so the ratio of floor flux to open-surface flux is larger than the sine rule gives.

Neither derivation requires equal walls. For heights $h_1$ and $h_2$ the angles become $\tan\theta_1=x/h_1$ and $\tan\theta_2=(w-x)/h_2$, and the sine rule stands.

For equal walls, the variation across the floor follows from the derivative. Since $d(x/\sqrt{x^2+h^2})/dx=h^2/(x^2+h^2)^{3/2}$,

$$
\frac{1}{F_0}\frac{dF}{dx}
=\frac{h^2}{2}\left[\frac{1}{(x^2+h^2)^{3/2}}-\frac{1}{((w-x)^2+h^2)^{3/2}}\right].
$$

For $x<w/2$ the first denominator is the smaller one and the derivative is positive. The flux rises from the corner to the centre and falls symmetrically beyond it. Its extreme values are

$$
\frac{F(w/2)}{F_0}=\frac{1}{\sqrt{1+4h^2/w^2}},\qquad
\frac{F(0)}{F_0}=\frac{1}{2\sqrt{1+h^2/w^2}} .
$$

In a deep trench, $h\gg w$, both angles are small. Expanding each sine as $u/\sqrt{u^2+h^2}\approx u/h-u^3/2h^3$ gives

$$
\frac{F}{F_0}\approx\frac{w}{2h}-\frac{x^3+(w-x)^3}{4h^3}.
$$

The leading term does not depend on $x$: moving towards one wall closes one angle by as much as it opens the other. A deep trench has a weakly supplied but nearly uniform floor. In the opposite limit, $h\ll w$, points far from both walls on the scale of $h$ receive nearly the open flux, while the corner value tends to one half. However low the wall, a point at its foot loses the half of the source that lies behind it.

The average over the floor measures the total supply. The two terms contribute equally, as the substitution $x\to w-x$ shows, so

$$
\frac{\langle F\rangle}{F_0}=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+h^2}}
=\frac{\sqrt{w^2+h^2}-h}{w}.
$$

The remaining particles must land on the walls, and this can be checked. The cosine in the source law is the projection of the receiving area, so on a wall it refers to the wall normal, with the same prefactor $F_0/\pi$. The integration along the trench again gives $\frac12\,d(\sin\psi)$, where $\psi$ is the projected angle from the wall normal, positive upwards. At depth $d$ below the top edge, the visible directions run from the opposite edge, where $\tan\psi=d/w$, to the vertical, where $\psi=\pi/2$:

$$
\frac{F_{\rm wall}(d)}{F_0}=\frac12\left[1-\frac{d}{\sqrt{d^2+w^2}}\right].
$$

Per unit trench length, the two walls together collect

$$
2F_0\int_0^h\frac12\left[1-\frac{d}{\sqrt{d^2+w^2}}\right]dd
=F_0\left[h-\sqrt{h^2+w^2}+w\right].
$$

The floor collects $F_0[\sqrt{w^2+h^2}-h]$. The sum is $F_0w$, the number of particles entering through the opening per unit time and length.

For a numerical case take round model parameters: $w=1000$ Å, $h=2000$ Å, $kT=0.1$ eV, $m=50000$ electron masses and $n=10^{-14}$ Å$^{-3}$. At the centre both horizontal distances are 500 Å, both angles are $14.04^\circ$, and

$$
\frac{F}{F_0}=\frac{0.2425+0.2425}{2}=0.2425 .
$$

At $x=250$ Å the angles are $7.13^\circ$ and $20.56^\circ$, which gives

$$
\frac{F}{F_0}=\frac{0.1240+0.3511}{2}=0.2376 .
$$

At the corner one angle vanishes and the other is $26.57^\circ$, so the ratio is $0.4472/2=0.2236$. The centre exceeds the corner by about 8.5 per cent of the corner value, although the whole floor receives less than a quarter of the open flux. The deep-trench estimate $w/2h=0.25$ lies above all three values, as the negative correction in the expansion requires. Direct integration over the source plane reproduces the three ratios to the digits shown in the numerical output.

The floor average is $0.2361$, and the walls take the remaining $0.7639$. The walls have four times the area of the opening, so their mean flux is $0.7639/4=0.191$ of $F_0$, lower than that of the floor. This mean hides a steep profile: the wall flux falls from $0.5$ at the top edge to $0.053$ at the bottom, and roughly the upper 600 Å of each wall receives more than the floor average. Following two million straight rays with velocities drawn from the flux-weighted Maxwell distribution gives a floor fraction of $0.2354$ with a standard error of $0.0003$. The difference from the formula is about 2.2 standard errors, which is larger than typical but within the five standard errors allowed in the test.

A case with unequal walls, 1500 Å on the left and 2500 Å on the right, shows the more general rule at $x=400$ Å:

$$
\frac{F}{F_0}=\frac12\left[\frac{400}{\sqrt{400^2+1500^2}}+\frac{600}{\sqrt{600^2+2500^2}}\right]=0.2455 .
$$

Integration over source planes at two different heights confirms this value and its independence of the height.

The absolute open flux from $F_0=n\sqrt{kT/2\pi m}$ is $0.02366$ Å$^{-2}$ s$^{-1}$. At the centre of the floor it becomes

$$
F=0.2425\times0.02366\ \text{Å}^{-2}\,\text{s}^{-1}
=0.00574\ \text{Å}^{-2}\,\text{s}^{-1},
$$

or $3.89\times10^{-20}$ atomic units. If each particle adds 20 Å$^3$ of film, the growth rate is the flux times this volume: $0.473$ Å/s on the open surface, $0.115$ Å/s at the floor centre and $0.106$ Å/s at the corner. These are initial rates. Film on the walls narrows the trench, and growth on the floor and the top surface changes the depth, so the angles must be updated as the profile evolves.

The assumption of straight flight can be judged from the mean free path. For a collision cross-section $\sigma=50$ Å$^2$, the estimate for a gas of like particles is $1/(\sqrt2\,n\sigma)=1.4\times10^{12}$ Å, far greater than the trench depth. Collisions inside the trench are negligible. At this density, however, collisions near the wafer cannot be relied on to make the incoming distribution isotropic either; the cosine law is an assumption about the source. When the mean free path becomes comparable with the trench dimensions, particles are scattered on their way down and the sine rule no longer applies.

The angular law matters. Suppose the flux per solid angle varies as $\cos^2\theta$, so that the source is more strongly directed downwards. Since $\int\cos^2\theta\,d\Omega=2\pi/3$ over the hemisphere, the law with the same open flux is $dF=(3F_0/2\pi)\cos^2\theta\,d\Omega$. The integral along the trench is now $\int\cos^3\beta\,d\beta=4/3$, and at the centre, where $\theta_1=\theta_2=\theta_c$,

$$
\frac{F}{F_0}=\frac2\pi\int_{-\theta_c}^{\theta_c}\cos^2\varphi\,d\varphi
=\frac2\pi\left(\theta_c+\sin\theta_c\cos\theta_c\right),
$$

with $\theta_c$ in radians. For the example this is $0.3058$, about 26 per cent above the cosine-source value. More of the particles come from near the normal, where the trench is open.

The length matters less here. If vertical end walls close the trench at a length of 10000 Å, five times its depth and ten times its width, the ratio at the middle of the floor falls from $0.2425$ to $0.2369$, a loss of 2.3 per cent relative to the infinite trench. The missing particles are those that would have arrived at large $|\beta|$, so the loss is governed mainly by the ratio of length to depth. At the same length and width it rises to about 18 per cent for $h=5w$ and 45 per cent for $h=10w$. Near an end wall the range of $\beta$ is cut more severely on one side, and the two-dimensional formula should not be used there.

Sticking below one leaves the direct flux unchanged but adds particles that have already struck a surface. Let a fraction $s$ stick at each impact, and let the rest leave with a cosine distribution about the local normal. If $A_i$ is the total arriving flux on surface strip $i$ in units of $F_0$, $D_i$ the direct part, and $K_{ij}$ the weight with which strip $i$ sees strip $j$, then

$$
A_i=D_i+(1-s)\sum_jK_{ij}A_j .
$$

Each $K_{ij}$ is half the difference of the sines of the angles to the two ends of strip $j$, by the same integration as before. For $s=0.5$ the solution gives $A=0.3435$ at the floor centre, compared with the direct value $0.2425$.

This does not mean that more material is deposited there for the same incoming flux. The deposited flux is $sA=0.5\times0.3435=0.172$ in units of $F_0$, less than the $0.2425$ deposited with unit sticking. But the open surface now also keeps only half of what it receives. The ratio of floor growth to open-surface growth is $sA/s=0.3435$, so the floor centre lags less behind the open surface, although both grow more slowly.

Particle balance changes as well, because re-emitted particles can leave through the opening. A cosine emitter sends into the opening the same fraction $D_i$ that it would receive from it, since the two integrals run over the same directions with the same weight. With $L_i$ the width of strip $i$ in the cross-section, conservation requires

$$
\frac1w\sum_iL_i\left[sA_i+(1-s)A_iD_i\right]=1 .
$$

The first term is the captured fraction, $0.8079$ in the example, and the second is the escaping fraction, $0.1921$. Their sum is $1.0000$ to the digits printed. With unit sticking the second term vanishes and $A_i=D_i$: every particle that enters stays where it first lands, and the two opening angles determine the floor flux.

## Values computed for the example and the checks

```
trench width: 1000 angstrom
trench depth: 2000 angstrom
kT: 0.10 eV
particle mass: 50000 electron masses
gas density: 1.0e-14 angstrom^-3
film volume per particle: 20.0 angstrom^3
collision cross-section: 50.0 angstrom^2
mean free path: 1.414e+12 angstrom
corner: x = 0 angstrom
corner: theta1 = 0.000, theta2 = 26.565 degrees
corner: sines = 0.000000, 0.447214 (no unit)
corner: F/F0 formula = 0.223607 (no unit)
corner: F/F0 integral = 0.223607 (no unit)
quarter: x = 250 angstrom
quarter: theta1 = 7.125, theta2 = 20.556 degrees
quarter: sines = 0.124035, 0.351123 (no unit)
quarter: F/F0 formula = 0.237579 (no unit)
quarter: F/F0 integral = 0.237579 (no unit)
centre: x = 500 angstrom
centre: theta1 = 14.036, theta2 = 14.036 degrees
centre: sines = 0.242536, 0.242536 (no unit)
centre: F/F0 formula = 0.242536 (no unit)
centre: F/F0 integral = 0.242536 (no unit)
deep-trench estimate w/(2h): 0.250000 (no unit)
floor average F/F0: 0.236068 (no unit)
number of rays: 2000000
ray floor fraction: 0.235421 (no unit)
ray standard error: 0.000300 (no unit)
fraction reaching both walls: 0.763932 (no unit)
uneven example x: 400 angstrom
uneven wall heights: 1500, 2500 angstrom
uneven example F/F0: 0.245518 (no unit)
finite trench length: 10000 angstrom
finite trench centre F/F0: 0.236877 (no unit)
cos-squared source centre F/F0: 0.305751 (no unit)
partial sticking: 0.50 (no unit)
partial sticking centre arrivals/F0: 0.3435 (no unit)
partial sticking captured/entering: 0.8079 (no unit)
partial sticking escaped/entering: 0.1921 (no unit)
partial sticking balance sum: 1.0000 (no unit)
open flux: 0.023661 angstrom^-2 s^-1
centre flux: 0.005739 angstrom^-2 s^-1
centre flux: 3.887126e-20 atomic units
open growth rate: 0.47322 angstrom/s
centre growth rate: 0.11477 angstrom/s
corner growth rate: 0.10582 angstrom/s
```
